# Attraction of an External Charge to a Thin Dielectric Slab

## Definitions and conventions

A dielectric slab of thickness $d$ and relative permittivity $\varepsilon>1$ fills the region $-d<h<0$, where $h$ is the coordinate along the surface normal. It is infinite in the plane, has vacuum on both sides, carries no net charge and contains no mobile charge. Its response is linear, local, isotropic and static. A point charge $q$ rests at height $h=z>0$, so $z$ is measured from the upper face. Gaussian units are used in the derivation; in SI units $q^2$ is replaced by $q^2/4\pi\varepsilon_0$.

The interaction energy $W(z)$ is the work needed to bring the charge from infinite height to $z$, so $W(\infty)=0$ and a negative $W$ that deepens towards the slab means attraction. The contrast of a single surface is

$$b=\frac{\varepsilon-1}{\varepsilon+1},\qquad 0<b<1. \tag{1}$$

For a half-space the energy is $-q^2b/4z$. For a slab seen from $z\gg\varepsilon d$ it is instead

$$W(z)\simeq-\frac{q^2d\,(\varepsilon^2-1)}{16\,\varepsilon\,z^2}. \tag{2}$$

## Response of the slab to one plane wave

The slab is uniform in the plane, so in-plane Fourier components do not mix. With in-plane position $\boldsymbol\rho$ and wavevector $\mathbf k$, $k=|\mathbf k|$,

$$\phi(\boldsymbol\rho,h)=\int\frac{d^2k}{(2\pi)^2}\,e^{i\mathbf k\cdot\boldsymbol\rho}\,\phi_k(h). \tag{3}$$

Gauss's law for the displacement field gives

$$\frac{d}{dh}\left(\varepsilon(h)\frac{d\phi_k}{dh}\right)-k^2\varepsilon(h)\phi_k=-4\pi q\,\delta(h-z). \tag{4}$$

Without the slab the solution is $(2\pi q/k)e^{-k|h-z|}$: its slope jumps by $-2k\cdot2\pi q/k=-4\pi q$ at the charge, as (4) requires. Below the charge this is $A e^{kh}$ with $A=(2\pi q/k)e^{-kz}$.

With the slab, each uniform region has solutions $e^{\pm kh}$, and the potential must vanish far below. Hence

$$\phi_k=A\begin{cases}e^{kh}-R\,e^{-kh}, & 0<h<z\\ C e^{kh}+D e^{-kh}, & -d<h<0\\ T e^{kh}, & h<-d.\end{cases} \tag{5}$$

Both $\phi_k$ and $\varepsilon\,d\phi_k/dh$ are continuous at the faces. At $h=-d$ this means

$$Ce^{-kd}+De^{kd}=Te^{-kd},\qquad \varepsilon\left(Ce^{-kd}-De^{kd}\right)=Te^{-kd}.$$

Equating the left sides gives $(\varepsilon-1)Ce^{-kd}=(\varepsilon+1)De^{kd}$, or $D=bXC$ with $X=e^{-2kd}$. At $h=0$ the conditions are $1-R=C+D$ and $1+R=\varepsilon(C-D)$. Their ratio is

$$\frac{1+R}{1-R}=\varepsilon\,\frac{1-bX}{1+bX}.$$

Solving for $R$, and then dividing numerator and denominator by $\varepsilon+1$,

$$R(k)=\frac{(\varepsilon-1)-bX(\varepsilon+1)}{(\varepsilon+1)-bX(\varepsilon-1)}=\frac{b\,(1-e^{-2kd})}{1-b^2e^{-2kd}}. \tag{6}$$

A short wave, $kd\gg1$, does not reach the lower face and $R\to b$, as for a half-space. A long wave, $kd\to0$, gives $R\to0$: once $\varepsilon kd\ll1$, the slab hardly disturbs the wave. This vanishing of $R$ at $k=0$ removes the $1/z$ law at large distance.

## From the induced potential to the energy

The induced part of (5) above the slab is $-(2\pi q/k)R\,e^{-k(h+z)}$. It holds for $h>z$ as well, since the induced potential has no source at the charge. On the normal through the charge, $\rho=0$ and $d^2k=2\pi k\,dk$, so

$$\phi_{\rm ind}(h;z)=-q\int_0^\infty R(k)\,e^{-k(h+z)}\,dk. \tag{7}$$

The force on the charge is the induced field at its position. The derivative therefore acts on the field point $h$ alone, with the source held at $z$:

$$F(z)=-q\left.\frac{\partial\phi_{\rm ind}}{\partial h}\right|_{h=z}=-q^2\int_0^\infty kR(k)\,e^{-2kz}\,dk. \tag{8}$$

It points towards the slab. The work done against it is $W(z)=-\int_\infty^zF\,dz'=\int_z^\infty F\,dz'$, and $\int_z^\infty e^{-2kz'}dz'=e^{-2kz}/2k$. Thus

$$W(z)=-\frac{q^2}{2}\int_0^\infty R(k)\,e^{-2kz}\,dk=\frac q2\,\phi_{\rm ind}(z;z). \tag{9}$$

The factor one half appears because $\phi_{\rm ind}(h;z)$ depends only on $h+z$: the derivative in (8), taken with respect to $h$ alone, is half the total derivative of $\phi_{\rm ind}(z;z)$ with respect to $z$. Equation (9) holds at every height within the stated model.

## The far law and its first correction

The exponential in (9) restricts the integral to $k$ of order $1/2z$, while $R$ stays bounded by $b$. At large $z$ the small-$k$ expansion of $R$ therefore determines the energy. To second order in $kd$,

$$1-X=2kd\,(1-kd),\qquad 1-b^2X=(1-b^2)\left(1+\frac{2b^2kd}{1-b^2}\right),$$

where the second expression is needed only to first order because the numerator is already of order $kd$. Their quotient gives

$$R=\frac{2b\,kd}{1-b^2}\left[1-kd\left(1+\frac{2b^2}{1-b^2}\right)+\dots\right]
=\frac{2b\,kd}{1-b^2}\left[1-kd\,\frac{1+b^2}{1-b^2}+\dots\right].$$

From (1), $1-b^2=4\varepsilon/(\varepsilon+1)^2$ and $1+b^2=2(\varepsilon^2+1)/(\varepsilon+1)^2$. Hence $b/(1-b^2)=(\varepsilon^2-1)/4\varepsilon$, and

$$R=kd\,\frac{\varepsilon^2-1}{2\varepsilon}\left[1-c\,kd+\dots\right],\qquad c=\frac{\varepsilon^2+1}{2\varepsilon}. \tag{10}$$

The integrals needed are $\int_0^\infty k e^{-2kz}dk=1/4z^2$ and $\int_0^\infty k^2e^{-2kz}dk=1/4z^3$. Inserting (10) in (9),

$$W=-\frac{q^2}{2}\,\frac{d(\varepsilon^2-1)}{2\varepsilon}\,\frac{1}{4z^2}\left[1-\frac{c\,d}{z}+\dots\right]
=-\frac{q^2d(\varepsilon^2-1)}{16\varepsilon z^2}\left[1-\frac{(\varepsilon^2+1)d}{2\varepsilon z}+\dots\right]. \tag{11}$$

The leading term is (2). The attractive force belonging to it has magnitude $2|W|/z=q^2d(\varepsilon^2-1)/8\varepsilon z^3$.

The correction is small when $z\gg cd$. For $\varepsilon>1$ the number $c$ lies between 1 and $\varepsilon$, and it approaches $\varepsilon/2$ for large $\varepsilon$. The condition $z\gg\varepsilon d$ is therefore sufficient, whereas $z\gg d$ is not when $\varepsilon$ is large.

## Images whose total charge is zero

The same result can be read in real space. Expanding the denominator of (6) as a geometric series,

$$R=b(1-X)\sum_{m=0}^\infty b^{2m}X^m=b-b(1-b^2)\sum_{n=1}^\infty b^{2n-2}e^{-2nkd}.$$

Each exponential in (7) integrates to an inverse distance. The induced potential above the slab is that of an image $-bq$ at $h=-z$ and of images $+b(1-b^2)b^{2n-2}q$ at $h=-z-2nd$. The energy is

$$W=-\frac{q^2b}{4z}+\frac{q^2}{4}\,b(1-b^2)\sum_{n=1}^\infty\frac{b^{2n-2}}{z+nd}. \tag{12}$$

The positive images sum to $b(1-b^2)q/(1-b^2)=bq$ and cancel the first one. The slab is neutral, and from far away its response has no net charge. Replacing $1/(z+nd)$ by $1/z-nd/z^2$, the $1/z$ terms cancel, and $\sum_n n\,b^{2n-2}=(1-b^2)^{-2}$ leaves

$$W\simeq-\frac{q^2}{4}\,\frac{b}{1-b^2}\,\frac{d}{z^2},$$

which is (2) again. About $1/(1-b^2)$ images matter, a number close to $\varepsilon/4$ for large $\varepsilon$. For all of these, the distance $2nd$ from the first image must be small compared with $z$, which is another way to see the factor $\varepsilon$ in the condition.

## The slab as a polarizable sheet

For $z\gg d$ the field of the charge hardly varies through the slab. The in-plane field is continuous across a face, so the dipole moment per area is $\alpha_\parallel E_\parallel$. The normal field is reduced by $1/\varepsilon$ inside, because the normal displacement is continuous. With $P=(\varepsilon-1)E_{\rm inside}/4\pi$,

$$\alpha_\parallel=\frac{(\varepsilon-1)d}{4\pi},\qquad \alpha_\perp=\frac{d}{4\pi}\left(1-\frac1\varepsilon\right). \tag{13}$$

An induced dipole has energy $-\tfrac12\alpha E^2$. The squared fields of the charge are integrated over the sheet with $u=\rho^2+z^2$:

$$\int E_\parallel^2\,dA=\pi q^2\int_{z^2}^\infty\frac{u-z^2}{u^3}\,du=\frac{\pi q^2}{2z^2},\qquad
\int E_\perp^2\,dA=\pi q^2z^2\int_{z^2}^\infty\frac{du}{u^3}=\frac{\pi q^2}{2z^2}.$$

The two integrals are equal, so

$$W=-\frac{\pi q^2}{4z^2}\,(\alpha_\parallel+\alpha_\perp)=-\frac{q^2d}{16z^2}\left(\varepsilon-\frac1\varepsilon\right), \tag{14}$$

in agreement with (2). The in-plane part has the share $(\varepsilon-1)/(\varepsilon-1/\varepsilon)=\varepsilon/(\varepsilon+1)$. For a layered material with different permittivities along and across the sheet, the same steps replace the bracket by $\varepsilon_\parallel-1/\varepsilon_\perp$.

The sheet picture also shows what fails at smaller $z$. An in-plane polarization wave $P_k$ along $\mathbf k$ carries the charge density $-ikP_k$, whose potential in the sheet is $2\pi/k$ times as large and whose field is $-2\pi kP_k$. Therefore $P_k=\alpha_\parallel(E_k-2\pi kP_k)$, or

$$P_k=\frac{\alpha_\parallel E_k}{1+2\pi\alpha_\parallel k},\qquad 2\pi\alpha_\parallel k=\frac{(\varepsilon-1)kd}{2}. \tag{15}$$

Equation (14) neglects this opposing field, which is justified at $k\sim1/2z$ if $z\gg\varepsilon d$.

## Two regimes with a $1/z$ law

Close to the slab, $z\ll d$, most of the integral (9) comes from $kd\gg1$, where $R=b$. This gives the half-space law

$$W\simeq-\frac{q^2b}{4z}\qquad(z\ll d). \tag{16}$$

The limit $d\to\infty$ at fixed $z$ leads to the same law. It cannot be taken in (2), because it violates $z\gg\varepsilon d$.

If $\varepsilon$ is very large there is a further regime, $d\ll z\ll\varepsilon d$. For $kd\ll1$ and $\varepsilon\gg1$, $1-X\simeq2kd$ and $1-b^2X\simeq4/\varepsilon+2kd$, so

$$R\simeq\frac{kr_0}{1+kr_0},\qquad r_0=\frac{\varepsilon d}{2}. \tag{17}$$

When $z\ll r_0$, the important wavevectors satisfy $kr_0\gg1$ and $R$ is near 1. The energy approaches $-q^2/4z$, the value for a metal surface, although the slab is thin compared with $z$. Numerical quadrature of (9) for $\varepsilon=10^4$ and $z=20d$ gives 0.966 of the metallic value. The far law (2) would be too large by a factor of 129 there. The metallic limit is approached slowly: for the same slab at $z=500d$, a tenth of $r_0$, the energy is only 0.70 of the metallic value.

A substrate also restores a $1/z$ law. As $kd\to0$, $\phi_k$ and $\varepsilon\,d\phi_k/dh$ pass unchanged through the slab, so $R(0)$ becomes the contrast of the substrate instead of zero. Equation (2) thus requires a free-standing slab.

## Example: an ion above a silicon nitride membrane

Take a singly charged ion at rest at $z=350$ nm above an amorphous silicon nitride membrane, with the rough values $d=5$ nm and $\varepsilon=7$. Then $\varepsilon d=35$ nm, and the height is ten times this length. With $e^2/4\pi\varepsilon_0=1.43996$ eV nm, equation (2) gives

$$W=-\frac{1.43996\times5\times48}{16\times7\times350^2}\ {\rm eV}=-25.2\ \mu{\rm eV}.$$

The correction in (11) has $c=50/14=3.57$ and $cd/z=0.051$, which changes the energy to $-23.9\ \mu$eV. Adaptive quadrature of (9) gives $-24.0\ \mu$eV, so the far law overshoots the full energy by 5.0%. The half-space law would give $-771\ \mu$eV, 32 times the full energy. The in-plane polarization supplies $7/8$, or 87.5%, of the far-law energy.

The following energies are in meV. The exponent is $-d\ln|W|/d\ln z$, obtained from the full energy by a finite difference.

| $z$ (nm) | full (9) | far (2) | half-space (16) | exponent |
|---:|---:|---:|---:|---:|
| 0.5 | −508 | −12300 | −540 | 1.06 |
| 5 | −34.3 | −123 | −54.0 | 1.34 |
| 35 | −1.74 | −2.52 | −7.71 | 1.72 |
| 350 | −0.0240 | −0.0252 | −0.771 | 1.95 |
| 3500 | −0.000251 | −0.000252 | −0.0771 | 1.995 |

The change between the laws is gradual. At $z=\varepsilon d=35$ nm the far law is still 45% above the full energy in magnitude. The first row shows the mathematical approach to (16); at such an atomic distance a local permittivity with a sharp surface is no longer a reliable description.

## What a real membrane adds

Free-standing silicon nitride membranes are made with thicknesses from several nanometres upwards, so 5 nm is at the thin end. The model's energy is small beside several effects that it omits.

**Temperature.** At 300 K, $k_BT=25.9$ meV, about 1080 times the attraction at 350 nm. Solving $|W(z)|=k_BT$ numerically with (9) gives $z=6.2$ nm, so the attraction exceeds the thermal energy only below this height.

**Speed of the charge.** The value $\varepsilon=7$ includes the displacement of the membrane's atoms. They follow the charge if its speed is small compared with $\omega z$, where $\omega$ is their vibrational angular frequency. With a rough $\omega=1.6\times10^{14}$ s$^{-1}$, $\omega z$ is $5.6\times10^7$ m/s at 350 nm, so the static value serves for all but extremely fast ions. The electronic response alone, with a permittivity of roughly 4, would give $-13.8\ \mu$eV in (2), 45% less in magnitude than before.

**Leakage.** In a fixed in-plane field $E$, a material of resistivity $\varrho$ gains the polarization $Et/\varrho$ in time $t$ by conduction. In SI units this equals $\varepsilon\varepsilon_0E$ after $\tau=\varepsilon\varepsilon_0\varrho$. For a rough $\varrho=10^{14}\ \Omega$ cm, $\tau$ is about one minute. By then the in-plane factor $\varepsilon-1=6$ has grown to 13, the energy at 350 nm has about doubled, and the static insulating model has failed. Full screening is approached much more slowly, because a thin sheet carries little current. For $\varepsilon kd\ll1$ a charge pattern of wavevector $k$ in the sheet adjusts at the rate $k\varepsilon d/2\tau$. The response now depends on the history, so "energy" here means $\tfrac q2\phi_{\rm ind}$ for an ion held at fixed height, not the work of bringing it in. By the integral in (9), its missing fraction of the metallic value falls roughly as $1/(1+\varepsilon d\,t/4z\tau)$; by (8), the missing fraction of the force falls as the square of this. At this height half of the metallic energy is reached after about $40\tau$ and 90% after about $360\tau$, while the force needs about $16\tau$ and $87\tau$. In the limit of full screening, $R=1$ and the energy is $-e^2/(4\pi\varepsilon_0\,4z)=-1.03$ meV, 43 times the full insulating value. The resistivity depends strongly on composition, and $\tau$ scales with it.

**Stray charge.** One elementary charge on the membrane directly below the ion has the bare Coulomb energy $1.44/350$ eV $=4.1$ meV, of either sign. This is about 170 times the attraction. The polarization energy can be isolated if the membrane's own charge is absent or separately known, or by comparing ions of opposite charge, since the stray-charge energy changes sign with $q$ and the polarization energy does not.

**Nonlinearity.** The bare field at the surface below the ion is $1.44/350^2$ V/nm, or $1.2\times10^{-4}$ MV/cm. A rough breakdown field is 10 MV/cm, so linear response is a safe assumption at this height.

**The frame.** Let the supporting frame be a grounded conducting plane with a circular hole of radius $a$, and ignore the membrane in this estimate. A conducting disk of radius $a$ at potential $V$ has the axial potential $(2V/\pi)\arctan(a/H)$ at height $H$. Inversion in the sphere of radius $a$, $\phi'(\mathbf r)=(a/r)\,\phi(a^2\mathbf r/r^2)$, maps the disk onto the plane outside the hole and gives it the potential $Va/\rho$. A charge $q=-Va$ at the centre cancels this potential. The induced potential on the axis is therefore

$$\phi_{\rm fr}(h;0)=-\frac{2q}{\pi h}\arctan\frac ha\simeq-\frac{2q}{\pi a}+\frac{2q\,h^2}{3\pi a^3}. \tag{18}$$

Now raise the source to $z\ll a$. The term linear in source height is the response to a vertical dipole, whose potential vanishes on the plane, so it induces nothing. Reciprocity makes the quadratic terms in $h$ and $z$ equal. Setting $h=z$ doubles the quadratic term of (18), and half of $q\phi_{\rm fr}$ is

$$W_{\rm fr}\simeq-\frac{q^2}{\pi a}+\frac{2q^2z^2}{3\pi a^3}. \tag{19}$$

For $a=50\ \mu$m the constant is $-9.2\ \mu$eV, which is not negligible beside $-24\ \mu$eV if absolute energies are compared. Its force, $4q^2z/3\pi a^3$, is only $1.2\times10^{-5}$ of the slab's far-law force, $0.144\ \mu$eV/nm. These numbers hold for a frame much thinner than the hole is wide. A frame 200 $\mu$m thick, with the membrane at its upper face, lacks the mirror symmetry that removes the force at $z=0$. A numerical solution for a grounded frame of this thickness with vertical walls gives a constant of about $-11\ \mu$eV and a downward force of about $6\times10^{-4}$ of the slab's; with walls that widen downwards at the $54.7^\circ$ slope of etched silicon the values are about $-10\ \mu$eV and $2\times10^{-4}$. In all these cases a force measurement at this height above the centre of the hole is insensitive to the frame, while an energy referred to infinite distance is not.

Numerical values quoted here were computed with a short program.
